# Cubic Rashba coefficient from two spin-split hole densities

## Problem

A two-dimensional hole gas occupies one heavy-hole subband. Structural asymmetry splits this subband into two spin branches, whose measured densities are $0.9\times10^{11}$ and $1.1\times10^{11}\ \mathrm{cm^{-2}}$. Take the Hamiltonian

$$
H=Ak^2+i\beta\left(k_-^3\sigma_+-k_+^3\sigma_-\right),\qquad A=\frac{\hbar^2}{2m},
$$

with $k_\pm=k_x\pm ik_y$, $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$ and $m=0.1\,m_0$. Hole energy is counted upward from the subband edge. The temperature is zero and no magnetic field acts. Find $|\beta|$ in $\mathrm{eV\,Å^3}$.

## A tempting solution

The branches have energies $Ak^2\pm|\beta|k^3$. Let $k_1$ be the Fermi wave number of the lower branch, which holds the larger density $n_1$, and $k_2$ that of the upper branch, with density $n_2$. Both are filled to the same Fermi energy:

$$
Ak_1^2-|\beta|k_1^3=Ak_2^2+|\beta|k_2^3
\quad\Rightarrow\quad
|\beta|=A\,\frac{k_1^2-k_2^2}{k_1^3+k_2^3}.
$$

For a two-dimensional gas $k_F=\sqrt{2\pi n}$. This gives $k_1=0.00831$ and $k_2=0.00752\ \mathrm{Å^{-1}}$. With $A=38.1\ \mathrm{eV\,Å^2}$,

$$
|\beta|=38.1\times\frac{1.257\times10^{-5}}{1.000\times10^{-6}}\approx479\ \mathrm{eV\,Å^3}.
$$

Substituting these values back gives the same energy, about 2.36 meV, in both branches, so the answer looks consistent.

## Where it fails

The energy condition is right, but the wave numbers are wrong. The relation $k_F=\sqrt{2\pi n}$ belongs to a band in which every wave vector holds two states, one for each spin. Here the splitting has separated those two states into different branches, and each branch has one state per wave vector. A disc of radius $\sqrt{2\pi n}$ in such a branch holds

$$
\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{4\pi}=\frac{2\pi n}{4\pi}=\frac n2 ,
$$

which is half the measured density.

Comparing the two Fermi energies cannot reveal this. The error divides both wave numbers by $\sqrt2$. The numerator of the formula for $|\beta|$ then falls by 2 and the denominator by $2^{3/2}$, so $|\beta|$ comes out too large by $\sqrt2$. Each term of the energy, $Ak^2$ and $|\beta|k^3$, is halved, and the two branches still agree. The fault shows when the states are counted.

## Right solution

**Branches.** In the spin basis the second term of $H$ is

$$
M=\begin{pmatrix}0&i\beta k_-^3\\-i\beta k_+^3&0\end{pmatrix}.
$$

The off-diagonal elements of $M^2$ vanish. Each diagonal element is $(i\beta k_-^3)(-i\beta k_+^3)=\beta^2(k_-k_+)^3=\beta^2k^6$, because $k_-k_+=k_x^2+k_y^2=k^2$. The eigenvalues of $M$ therefore have magnitude $|\beta|k^3$. Since $M$ has zero trace, they have opposite signs:

$$
E_\pm(k)=Ak^2\pm|\beta|k^3 .
$$

The full splitting is $2|\beta|k^3$. If a coefficient is defined by setting the full splitting equal to that coefficient times $k^3$, its value is $2|\beta|$. The energies do not depend on the sign of $\beta$, so the densities cannot determine it.

**Wave numbers.** With one state per wave vector, $n=k_F^2/(4\pi)$, hence $k_F=\sqrt{4\pi n}$. Since $1\ \mathrm{cm^{-2}}=10^{-16}\ \mathrm{Å^{-2}}$,

$$
k_1=\sqrt{4\pi\times1.1\times10^{-5}}=0.011757\ \mathrm{Å^{-1}},
$$
$$
k_2=\sqrt{4\pi\times0.9\times10^{-5}}=0.010635\ \mathrm{Å^{-1}}.
$$

**Coefficient.** In the equality of Fermi energies, move the quadratic terms to one side and the cubic terms to the other: $A(k_1^2-k_2^2)=|\beta|(k_1^3+k_2^3)$. The cubic terms add because they enter the two branches with opposite signs. Inserting $k_i^2=4\pi n_i$ and $k_i^3=(4\pi n_i)^{3/2}$ gives

$$
|\beta|=A\,\frac{k_1^2-k_2^2}{k_1^3+k_2^3}
=\frac{\hbar^2}{2m\sqrt{4\pi}}\,
\frac{n_1-n_2}{n_1^{3/2}+n_2^{3/2}} .
$$

With $\hbar^2/2m_0=3.810\ \mathrm{eV\,Å^2}$, the given mass makes $A=38.10\ \mathrm{eV\,Å^2}$. Then

$$
|\beta|=38.10\times\frac{2.5133\times10^{-5}}{2.8279\times10^{-6}}
=338.6\ \mathrm{eV\,Å^3}=0.3386\ \mathrm{eV\,nm^3}.
$$

The Fermi energy is $5.267-0.550=4.716$ meV from the lower branch and $4.309+0.407=4.716$ meV from the upper, with each number rounded separately. The discs now also hold the stated densities.

## Small and large imbalance

Let $n=n_1+n_2$, $\delta=(n_1-n_2)/n$ and $k_0=\sqrt{2\pi n}$. Here $k_0$ is the Fermi wave number the same holes would have without splitting, where the factor $2\pi$ is correct. Since $n_{1,2}=n(1\pm\delta)/2$, we have $k_{1,2}^2=k_0^2(1\pm\delta)$, and

$$
|\beta|=\frac{A}{k_0}\,
\frac{2\delta}{(1+\delta)^{3/2}+(1-\delta)^{3/2}} .
$$

In the binomial series the odd powers cancel, leaving a denominator $2+3\delta^2/4+O(\delta^4)$. Therefore

$$
|\beta|=\frac{A\delta}{k_0}\left[1-\frac{3\delta^2}{8}+O(\delta^4)\right].
$$

With $\delta=0.1$ and $k_0=0.01121\ \mathrm{Å^{-1}}$, the leading term is $339.9\ \mathrm{eV\,Å^3}$, about 0.4% above the full result. The splitting at $k_0$ is $2|\beta|k_0^3=0.954$ meV.

The formula cannot be carried to an empty upper branch. The lower branch rises until $dE_-/dk=2Ak-3|\beta|k^2=0$, that is, until $k=2A/(3|\beta|)$. Beyond this point it falls without bound, which is a defect of stopping at the cubic term. Two filled discs describe the states below this maximum if $k_1<2A/(3|\beta|)$. Put $x=k_2/k_1$ and insert the formula for $|\beta|$:

$$
3(1-x^2)<2(1+x^3)
\;\Rightarrow\;
2x^3+3x^2-1=(x+1)^2(2x-1)>0 .
$$

So $x>1/2$, which means $n_2/n_1>1/4$ and $\delta<0.6$. In the example $x=0.905$. The maximum lies at $0.075\ \mathrm{Å^{-1}}$ and 71.5 meV, far above the Fermi level.

## Which mass is meant?

The mass $m$ sets the quadratic term. A cyclotron mass follows instead from the energy derivative of a Fermi disc's area:

$$
m_c=\frac{\hbar^2}{2\pi}\frac{d(\pi k^2)}{dE}
=\frac{\hbar^2}{2}\,\frac{2k}{dE/dk}.
$$

Using $dE_\pm/dk=2Ak\pm3|\beta|k^2$ and taking the reciprocal,

$$
\frac1{m_{c,\pm}}=\frac{2A\pm3|\beta|k}{\hbar^2}
=\frac1m\pm\frac{3|\beta|k}{\hbar^2}.
$$

The cyclotron masses at the Fermi energy are $0.119\,m_0$ in the lower branch and $0.088\,m_0$ in the upper.

Suppose that $0.1\,m_0$ were one of these cyclotron masses. The densities fix the ratio $|\beta|/A=8.887$ Å whatever the mass. Multiplying the last equation by $m\,m_c$ gives $m=m_c[1\pm3|\beta|k/(2A)]$, with the upper sign for the upper branch. If the value belongs to the lower branch, $m=0.0843\,m_0$ and $|\beta|=401.5\ \mathrm{eV\,Å^3}$. If it belongs to the upper branch, $m=0.1142\,m_0$ and $|\beta|=296.6\ \mathrm{eV\,Å^3}$.

## What two densities leave open

The cubic law is an assumption of the problem. A linear splitting $\pm\alpha k$ fits the same data, since equal Fermi energies then require

$$
A(k_1-k_2)(k_1+k_2)=\alpha(k_1+k_2),
$$

or $\alpha=A(k_1-k_2)=0.0428\ \mathrm{eV\,Å}$.

A second total density can separate the laws if the coefficient is held fixed. For small $\delta$, the cubic law gives $\delta\approx|\beta|k_0/A$, so $n_1-n_2=n\delta$ grows as $n^{3/2}$. For the linear law, $4\pi(n_1-n_2)=(\alpha/A)(k_1+k_2)\approx2\alpha k_0/A$, which grows as $n^{1/2}$. Solving numerically for the common Fermi energy at $n=4\times10^{11}\ \mathrm{cm^{-2}}$ gives differences of $0.568\times10^{11}$ and $0.283\times10^{11}\ \mathrm{cm^{-2}}$, respectively. A gate that changes the density may also change the electric field in the well, and with it the coefficient. The comparison then needs that field to be controlled.

The result is also sensitive to rounding, because it rests on a small difference. If each density is uncertain by $0.005\times10^{11}\ \mathrm{cm^{-2}}$ and the errors are opposite, the difference changes by 5%, and $|\beta|$ runs from 322 to $355\ \mathrm{eV\,Å^3}$.

## A germanium quantum well

The total density is typical of a strained Ge well at low temperature, where rough in-plane masses are 0.05 to $0.1\,m_0$. The mass used here is at the heavy end, and the imbalance is large. Take a four-band Luttinger model of a hard-walled well 16 to 30 nm wide, with rough values $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$ and a heavy-light gap of 60 to 100 meV. The field of about 2.3 mV/nm that this sheet density produces by itself then gives a band-edge mass near $0.07\,m_0$ and $\delta$ of only 0.02 to 0.05. Values $\delta=0.11$ to 0.13 appear at about 10 mV/nm for a 60 meV gap and 30 mV/nm for a 100 meV gap. At fixed densities $|\beta|\propto1/m$, so $0.05\,m_0$ would double the coefficient to $677\ \mathrm{eV\,Å^3}$. Bulk Ge has inversion symmetry and therefore adds no Dresselhaus splitting. The coefficient found here describes a well with these densities; it is not a material constant of Ge.

Of the zero-field corrections to $|\beta|$ estimated below, the largest comes from the assumption of a parabolic band. In the Luttinger model, heavy and light holes are coupled by

$$
R=\sqrt3\,\frac{\hbar^2}{2m_0}\left[\gamma_2(k_x^2-k_y^2)-2i\gamma_3k_xk_y\right],
$$

up to a phase convention. The bracket equals $\bar\gamma k_-^2+\tfrac12(\gamma_2-\gamma_3)k_+^2$, with $\bar\gamma=(\gamma_2+\gamma_3)/2$. The model also contains a coupling proportional to $k_\pm k_z$, which links different subbands of the well. It is left out here and can add a quartic term of similar size, so the following gives only a rough scale. Keep the first, isotropic part of $R$ and let the light-hole level lie $\Delta$ higher, with the same in-plane curvature. Second-order perturbation theory lowers the heavy-hole energy by $|R|^2/\Delta=Ck^4$, where

$$
C=\frac{3}{\Delta}\left(\frac{\hbar^2\bar\gamma}{2m_0}\right)^2 .
$$

Rough values $\gamma_2=4.2$, $\gamma_3=5.7$ and $\Delta=100$ meV give $C=1.07\times10^4\ \mathrm{eV\,Å^4}$. The term $-Ck^4$ enters both branches. In the equality of Fermi energies it replaces $A(k_1^2-k_2^2)$ by

$$
(k_1^2-k_2^2)\left[A-C(k_1^2+k_2^2)\right].
$$

With $m$ fixed as the mass at $k=0$, $|\beta|$ is therefore reduced by the fraction $C(k_1^2+k_2^2)/A\approx0.07$. Diagonalizing the two-level heavy-light matrix at both Fermi wave numbers gives $315\ \mathrm{eV\,Å^3}$. This two-level figure is a low estimate of the correction. In the four-band wells described above, the $k_\pm k_z$ coupling raises $C$ to about $1.4\times10^4\ \mathrm{eV\,Å^4}$ at $\Delta=100$ meV, and the parabolic formula with the mass at $k=0$ overestimates the small-$k$ cubic coefficient by 10 to 30%.

The second part of $R$ makes the splitting depend on direction. A Rashba term formed from $R$ and one further factor $k_-$ contains $k_-^3$ and $k_-k_+^2$, with relative weight $-r$, where $r=(\gamma_3-\gamma_2)/(\gamma_3+\gamma_2)=0.15$. As long as the spin-independent terms are taken as isotropic, reversing this sign only turns the energy contours by 45° and leaves the densities unchanged. Filling the resulting warped contours numerically and then applying the isotropic formula overestimates $|\beta|$ by 0.6%.

The branch populations change little at 4.2 K, where $k_BT=0.36$ meV. Integrating the thermal populations at fixed total density and inserting them in the zero-temperature formula gives a coefficient 0.8% too high. Measuring the densities through magnetic quantum oscillations is a stricter matter. Temperature damps these by the factor $X/\sinh X$ with $X=2\pi^2k_BT/(\hbar\omega_c)$, where $\omega_c$ is the cyclotron frequency. At 0.5 T and $m=0.1\,m_0$, $\hbar\omega_c=0.58$ meV, so the factor is only about $10^{-4}$ at 4.2 K. At this field the measurement needs about 1 K or less. At 300 K, $k_BT=25.9$ meV is more than five times the Fermi energy, and the picture of two filled discs fails.

A perpendicular measuring field adds a term $\tfrac12g\mu_BB\sigma_z$. It anticommutes with $M$, so the Zeeman energy and the Rashba splitting add in quadrature. For a rough $g=10$ and a field of 0.5 T, the Zeeman energy is 0.289 meV. The splitting at $k_0$ grows from 0.954 to 0.997 meV, or by 4.5%, when Landau quantization is left out. At 0.5 T it cannot be left out. The cubic term couples Landau level $N$ of one spin to level $N+3$ of the other, so the energy added in quadrature to the Rashba splitting is $3\hbar\omega_c\mp g\mu_BB$, with a sign set by the sign of $g$. Here $3\hbar\omega_c=1.74$ meV exceeds the splitting itself. The local difference of the two oscillation frequencies in $1/B$ then corresponds to only 0.42 to 0.55 of $n_1-n_2$ at 0.5 T, and to 0.92 to 0.96 of it at 0.1 T. Reading the zero-field densities from oscillations needs lower fields or a fit to the Landau levels.

Disorder blurs the two branches. A rough mobility of $10^5\ \mathrm{cm^2/Vs}$ gives a transport time $\tau=m\mu/e$ and $\hbar/\tau=0.116$ meV, about one eighth of the splitting. The broadening itself is set by the single-particle lifetime, which is shorter than $\tau$ when small-angle scattering dominates, so the blurring can be larger than this estimate.

Interactions are not weak either. With a rough relative permittivity of 16, the radius $1/\sqrt{\pi n}$ of the area per hole is 1.5 effective Bohr radii. The mass and $|\beta|$ are then best read as effective parameters of the interacting gas. Their shift from the single-particle values is not estimated here.

Numerical values quoted here were computed with a short program.
